# Three-Body Induction in Fragments Embedded in Point Charges

**Q:** I split a molecular cluster into fragments and add up monomer and dimer energies. The sum misses part of the induction energy. When I surround each calculation with point charges for the absent fragments, it improves greatly, though I still never compute a trimer. What was missing?

**A:** A cross term. Take a site of polarizability \(\alpha\) in the fields \(\mathbf F_1\) and \(\mathbf F_2\) of two other fragments. Its induction energy is

\[
-\tfrac12\alpha|\mathbf F_1+\mathbf F_2|^2=-\tfrac12\alpha F_1^2-\tfrac12\alpha F_2^2-\alpha\,\mathbf F_1\cdot\mathbf F_2 .
\]

A vacuum dimer contains one source at a time, so dimers supply the two squares. The last term needs both sources together with the site: it is a three-body energy.

Let \(\alpha=10\) bohr³, with a charge \(+0.5\,e\) at 6 bohr on the left and \(-0.5\,e\) at 6 bohr on the right. Each field is \(0.5/36=0.013889\) a.u., and both point to the right. Each square gives \(-\tfrac12(10)(0.013889)^2\) hartree, or \(-964.5\) microhartree. The dimers therefore give \(-1929.0\), and the cross term another \(-1929.0\). If the charges had equal signs, the fields would cancel. The true induction energy would be zero, while the dimers would still give \(-1929.0\).

**Q:** And with the point charges present?

**A:** Then the monomer calculation on the polarizable site already feels both fields. It returns \(-3858.0\) microhartree, the full answer, as a one-body energy. The dimers add no induction here, because the two charges are rigid.

**Q:** Real neighbours are polarizable too. Can you prove something for that case?

**A:** Yes, for a definite model. Each fragment \(i\) has fixed permanent charges and one site with a linear, isotropic polarizability \(\alpha_i\). A site feels only other fragments. There is no exchange, charge transfer or short-range damping. I use Hartree atomic units, and these symbols:

- \(\mathbf F_{ij}\) is the field at site \(i\) of the permanent charges of \(j\), and \(\mathbf F_i=\sum_{j\ne i}\mathbf F_{ij}\).
- \(T_{ij}\boldsymbol\mu_j\) is the field at site \(i\) of a dipole \(\boldsymbol\mu_j\) at site \(j\). With \(\mathbf n\) the unit vector between the sites and \(R\) their distance, \(T_{ij}=(3\mathbf n\mathbf n^{T}-1)/R^3\), so \(T_{ij}=T_{ji}\). We set \(T_{ii}=0\).

For a set \(S\) of fragments in given fields \(\mathbf g_i\), collected in a vector \(g\), the energy as a function of the dipoles is

\[
U(\mu)=\tfrac12\,\mu\cdot A\mu-g\cdot\mu,\qquad A=\alpha^{-1}-T .
\]

The term with \(\alpha^{-1}\) is the cost of making the dipoles, \(-\tfrac12\mu\cdot T\mu\) is their mutual interaction, and \(-g\cdot\mu\) is their energy in the given field. I assume that \(A\) is positive definite for the whole system. Its blocks \(A_{SS}\) are then positive definite too, and every subset has a unique minimum. Since \(A\) is symmetric, the minimum satisfies \(A\mu=g\), and

\[
U=\tfrac12\mu\cdot g-g\cdot\mu=-\tfrac12\,g\cdot A^{-1}g .
\]

For small polarizabilities we expand the inverse:

\[
A^{-1}=(1-\alpha T)^{-1}\alpha=\alpha+\alpha T\alpha+\alpha T\alpha T\alpha+\dots
\]

"Order \(m\)" will mean \(m\) powers of \(\lambda\) when every \(\alpha_i\) is replaced by \(\lambda\alpha_i\).

**Q:** How do I read off how many bodies a term has?

**A:** The many-body terms are defined recursively: \(\Delta E_i=E_i\), \(\Delta E_{ij}=E_{ij}-E_i-E_j\), and in general

\[
\Delta E_S=E_S-\sum_{K\subsetneq S}\Delta E_K .
\]

Suppose the subset energies can be written as \(E_S=\sum_{K\subseteq S}c_K\), where \(c_K\) does not depend on \(S\). Then \(\Delta E_K=c_K\). This holds for single fragments. If it holds for all proper subsets of \(S\), the subtraction removes every \(c_K\) except \(c_S\), so it holds for \(S\). A contribution is thus \(n\)-body if it appears as soon as a particular group of \(n\) fragments is inside the calculation, and keeps its value afterwards.

In vacuum, \(\mathbf g_i=\sum_{j\in S}\mathbf F_{ij}\). The first-order energy of the full system is

\[
-\tfrac12\sum_i\alpha_i|\mathbf F_i|^2=-\tfrac12\sum_i\sum_{j}\alpha_i|\mathbf F_{ij}|^2-\sum_i\sum_{j<k}\alpha_i\mathbf F_{ij}\cdot\mathbf F_{ik},
\]

with \(j,k\ne i\). The first sum is two-body and the second is three-body. At order \(m\) a term is a chain through at most \(m\) different sites, with a permanent source at each end, so it can involve up to \(m+2\) fragments.

**Q:** Now switch on the embedding.

**A:** Each absent fragment is represented by its frozen permanent charges, taken for now to give the exact permanent field. Then \(\mathbf g_i=\mathbf F_i\) in every subset that contains \(i\). The end sources no longer have to be inside the calculation. The bodies of a chain are just the sites it visits:

\[
\begin{aligned}
m=1:&\quad -\tfrac12\sum_i\alpha_i|\mathbf F_i|^2 &&\text{(one-body)},\\
m=2:&\quad -\sum_{i<j}\mathbf F_i\cdot\alpha_iT_{ij}\alpha_j\mathbf F_j &&\text{(two-body)}.
\end{aligned}
\]

In the second line the factor \(\tfrac12\) has gone because each pair occurs in both directions. The whole first-order three-body term has moved into the one-body energies. The second-order terms, which in vacuum spread over up to four bodies, are now two-body.

**Q:** So the first-order term goes to the monomers alone, and the dimers take the next order. What is left for trimers?

**A:** Look at third order:

\[
-\tfrac12\sum_{i,j,k}\mathbf F_j\cdot\alpha_jT_{ji}\alpha_iT_{ik}\alpha_k\mathbf F_k .
\]

If \(j=k\), the chain goes out and back between two sites and is two-body. If \(j\ne k\), it visits three sites. Each such chain occurs twice, once from either end, which cancels the \(\tfrac12\). The remainder, meaning the full energy minus the sum through two bodies, is therefore

\[
R_2=-\sum_i\sum_{j<k}\alpha_i\,(T_{ij}\alpha_j\mathbf F_j)\cdot(T_{ik}\alpha_k\mathbf F_k)+O(\alpha^4).
\]

What is left for trimers and larger groups therefore starts at third order. The expression has the same form as the lost vacuum term, with permanent fields replaced by the fields of induced dipoles. The dimer \(ij\) knows how \(j\) polarizes, but it sees \(k\) with its frozen charges only. The cross term between the two induced fields at \(i\) is missed.

More generally, after \(n\) bodies the embedded remainder starts no earlier than order \(n+1\), since a chain through \(n+1\) sites needs \(n+1\) polarizabilities. In vacuum a missing term needs \(m+2>n\), so the remainder can start at order \(n-1\), or at order 1 when \(n=1\). For the five-fragment model below, doubling small polarizabilities gives measured orders 2.00, 3.00 and 4.00 after one, two and three bodies with embedding, against 1.00, 1.00 and 2.00 in vacuum.

**Q:** My monomer energies also contain the interaction of their own charges with the embedding charges. Isn't that counted twice?

**A:** In the one-body sum, yes. Let \(V_{ij}\) be the true interaction of the permanent charges of \(i\) and \(j\), and \(W_{ij}\) the energy of the charges of \(i\) in the representation of an absent \(j\). For a subset,

\[
\sum_{\substack{i<j\\ i,j\in S}}V_{ij}+\sum_{i\in S}\sum_{j\notin S}W_{ij}
=\sum_{i\in S}\sum_{j\ne i}W_{ij}+\sum_{\substack{i<j\\ i,j\in S}}(V_{ij}-W_{ij}-W_{ji}).
\]

I have written the sum over absent \(j\) as the sum over all \(j\) minus those inside. The right side has one- and two-body terms only. In the full sum every \(W\) cancels and \(\sum_{i<j}V_{ij}\) remains. With exact charges \(W_{ij}=V_{ij}\), so the monomers contain twice the electrostatic energy and the pair terms subtract it once. A raw sum of embedded monomer energies is therefore not a usable total energy, but the sum through dimers is.

**Q:** Point charges never reproduce a neighbour's field perfectly. Does the result survive?

**A:** The order does not. The remainder turns out to be quadratic in the total error of the embedding field, which contains both the error of the charges and the induced field they omit. To see this, allow any fixed embedding field \(\mathbf G_{ij}\) at \(i\) for an absent \(j\). Let \(\boldsymbol\mu^*\) be the converged dipoles of the full system, and define the error against the true total field of \(j\):

\[
\mathbf d_{ij}=\mathbf G_{ij}-\mathbf F_{ij}-T_{ij}\boldsymbol\mu_j^*,\qquad \mathbf D_i^S=\sum_{j\notin S}\mathbf d_{ij}.
\]

The field in a subset calculation is then

\[
\mathbf g_i^S=\sum_{j\in S}\mathbf F_{ij}+\sum_{j\notin S}\mathbf G_{ij}=\mathbf F_i+\sum_{j\notin S}T_{ij}\boldsymbol\mu_j^*+\mathbf D_i^S .
\]

The converged dipoles obey \(\alpha_i^{-1}\boldsymbol\mu_i^*=\mathbf F_i+\sum_jT_{ij}\boldsymbol\mu_j^*\). Moving the part with \(j\in S\) to the left shows that the first two terms of \(\mathbf g_i^S\) equal \((A_{SS}\mu_S^*)_i\). Insert \(g^S=A_{SS}\mu_S^*+D^S\) into the energy:

\[
U_S=-\tfrac12\mu_S^*\cdot A_{SS}\mu_S^*-\mu_S^*\cdot D^S+Q_S,\qquad Q_S=-\tfrac12D^S\cdot A_{SS}^{-1}D^S .
\]

The first term is a sum over sites and pairs in \(S\). The second is a sum over \(i\) inside and \(j\) outside, which reduces to one- and two-body terms as \(W\) did. Both are complete after dimers. For the full system nothing is outside, so \(D=0\) and \(Q=0\). What the dimer sum gets wrong is thus its own \(Q\) part:

\[
R_2=-\Big[\sum_iQ_i+\sum_{i<j}(Q_{ij}-Q_i-Q_j)\Big].
\]

This is exact in the model.

**Q:** Can you turn that into something I can read?

**A:** Write \(\mathbf D_i=\sum_{j\ne i}\mathbf d_{ij}\). For a monomer, \(Q_i=-\tfrac12\alpha_i|\mathbf D_i|^2\). In the dimer \(ij\), site \(i\) loses the error \(\mathbf d_{ij}\), because \(j\) is now treated explicitly. Up to terms \(O(\alpha^2d^2)\) from the coupling inside the dimer,

\[
Q_{ij}-Q_i-Q_j=\alpha_i\big(\mathbf D_i\cdot\mathbf d_{ij}-\tfrac12|\mathbf d_{ij}|^2\big)+\alpha_j\big(\mathbf D_j\cdot\mathbf d_{ji}-\tfrac12|\mathbf d_{ji}|^2\big).
\]

Summing over pairs gives \(\sum_i\alpha_i(|\mathbf D_i|^2-\tfrac12\sum_j|\mathbf d_{ij}|^2)\). Adding \(\sum_iQ_i\) halves the first term. Since \(|\mathbf D_i|^2-\sum_j|\mathbf d_{ij}|^2=2\sum_{j<k}\mathbf d_{ij}\cdot\mathbf d_{ik}\),

\[
R_2=-\sum_i\sum_{j<k}\alpha_i\,\mathbf d_{ij}\cdot\mathbf d_{ik}+O(\alpha^2d^2).
\]

The cases follow by inserting the error:

- Vacuum: \(\mathbf d_{ij}=-\mathbf F_{ij}-T_{ij}\boldsymbol\mu_j^*\), and the remainder is first order.
- Exact frozen charges: \(\mathbf d_{ij}=-T_{ij}\boldsymbol\mu_j^*\). Since \(\boldsymbol\mu_j^*=\alpha_j\mathbf F_j+O(\alpha^2)\), we recover the third-order result.
- Charges whose field is wrong by \(\boldsymbol\delta_{ij}\): a first-order remainder \(-\sum_i\sum_{j<k}\alpha_i\boldsymbol\delta_{ij}\cdot\boldsymbol\delta_{ik}\) returns. Since \(\mathbf d_{ij}=\boldsymbol\delta_{ij}-T_{ij}\boldsymbol\mu_j^*\), there is also a cross term between \(\boldsymbol\delta\) and the induced fields. It is second order in \(\alpha\) but linear in \(\boldsymbol\delta\), so at finite coupling it can exceed the quadratic term. Charges 10% too weak leave \(0.1^2=1\%\) of the vacuum remainder in the limit of small \(\alpha\), and the computed ratio is 0.0100.

**Q:** What if I let the embedding polarize?

**A:** Add to the exact charges the first-response dipoles \(\alpha_j\mathbf F_j\). The error is then \(T_{ij}(\alpha_j\mathbf F_j-\boldsymbol\mu_j^*)\), which is second order, so \(\alpha d^2\) is fifth order. With the converged dipoles \(\boldsymbol\mu_j^*\) the error vanishes, and in this linear model the sum through dimers is exact at any coupling for which \(A\) is positive definite. These dipoles need no calculation on the whole system. Update one monomer at a time in the charges and current dipoles of the others, \(\boldsymbol\mu_i\leftarrow\alpha_i\big(\mathbf F_i+\sum_jT_{ij}\boldsymbol\mu_j\big)\). Each update minimizes \(U\) over \(\boldsymbol\mu_i\), so the sweeps converge to \(\boldsymbol\mu^*\) whenever \(A\) is positive definite. The price is repeated monomer calculations, and the exactness belongs to the linear point-dipole model only.

**Q:** Show me numbers for a cluster in which everything polarizes.

**A:** Take five model fragments, each with \(\alpha=10\) bohr³, a charge \(-0.6\,e\) at its site and \(+0.6\,e\) at 1.5 bohr from it. The coordinates are in the numerical output. Nearest sites are 6 bohr apart. Energies are in microhartree.

The full induction energy is \(-2823.7\). At first order the pair squares give \(-2216.3\) and the triple cross terms \(-868.7\). Their sum, \(-3085.0\), is the embedded one-body induction. The embedded two-body part is \(+290.4\), close to its second-order value of \(+317.7\). It is positive because, in this geometry, the dipoles induced by the permanent fields on balance repel each other.

| Induction | Vacuum | Frozen charges |
|---|---:|---:|
| one-body | 0.0 | −3085.0 |
| two-body | −2190.8 | 290.4 |
| three-body | −657.8 | −30.3 |
| remainder \(R_2\) | −632.9 | −29.1 |

In vacuum, stopping at dimers misses 22% of the induction energy, \(-1.66\) kJ/mol. With frozen charges it misses 1.0%, \(-0.076\) kJ/mol. The pure third-order term is \(-35.5\). The triple formula with the converged dipoles gives \(-26.6\), and the exact remainder, \(-29.1\), lies between them. Higher orders are thus visible at this coupling, but they do not change the picture. First-response dipoles in the embedding reduce the remainder to \(-0.7\).

**Q:** The output also lists the charges that are 10% too weak. Their remainder is \(-0.4\), smaller than with exact charges. Should I weaken my charges?

**A:** No. It is a cancellation, and the printed numbers show it. Call the triple sum \(t(\mathbf d)\); it is quadratic in \(\mathbf d\). For the permanent fields alone \(t=-868.7\), for the induced fields alone \(t=-26.6\), and for their sum, the vacuum case, \(t=-534.0\). The part bilinear in the two fields is therefore

\[
-534.0+868.7+26.6=+361.3 .
\]

With weak charges the error is \(-(0.1\,\mathbf F_{ij}+T_{ij}\boldsymbol\mu_j^*)\), so

\[
t=0.01(-868.7)+0.1(361.3)-26.56=-8.69+36.13-26.56=+0.88 .
\]

Three larger numbers nearly cancel. The neglected \(O(\alpha^2d^2)\) terms then decide even the sign, and the exact value is \(-0.4\). In another geometry the three terms need not cancel, and weak charges can do harm. At small enough \(\alpha\) they lose in any case, unless the first-order coefficient happens to vanish, because a first-order remainder exceeds a third-order one.

**Q:** When should I distrust the argument for real molecules?

**A:** First, when fragments are close. An order in \(\alpha\) says how the remainder shrinks with weaker response; it does not bound it at a given coupling. For fragments at a typical distance \(R\), charged or neutral, every \(T\) scales as \(R^{-3}\), so the third-order remainder is smaller than the first-order vacuum term by a factor that scales as \((\alpha/R^3)^2\). The prefactor depends on geometry and on the number of neighbours, and it need not be small: in the five-fragment model the ratio of remainders is \(29.1/632.9=0.046\), about twenty times \((10/6^3)^2=0.0021\). As \(\alpha/R^3\) grows, the advantage therefore usually shrinks, though at finite coupling it need not do so steadily, and it can be lost altogether while \(A\) is still positive definite: with \(\alpha=60\) bohr³ in the same geometry the frozen-charge remainder is larger in magnitude than the vacuum one. The expansion in \(\alpha\) can diverge while \(A\) is still positive definite, and then it is no guide.

Second, when charges represent a neighbour poorly. At short range an extended electron density is not a set of points, and the error \(\boldsymbol\delta\) brings back first-order three-body induction. That first-order term is quadratic in \(\boldsymbol\delta\), which helps only while \(\boldsymbol\delta\) is small compared with the field itself, and the second-order cross term with the induced fields is linear in \(\boldsymbol\delta\).

Third, when the missing three-body energy is not linear induction. Exchange, charge transfer and dispersion are absent from this model, so the proof gives no reason to expect that point charges move their three-body parts into monomers and dimers.

## Calculated quantities

```
HAND EXAMPLE; energies in microhartree
alpha 10.0 bohr^3, charges +/-0.5 e, distance 6.0 bohr
field of each charge at the site: 0.013889 a.u.
vacuum induction, 1/2/3-body: 0.0 -1929.0 -1929.0
frozen-charge induction, 1/2/3-body: -3858.0 0.0 0.0
FIVE FRAGMENTS; energies in microhartree
alpha 10.0 bohr^3; charge -0.6 e at site, 0.6 e at site + arm
fragment 1: site [0. 0. 0.] arm [1.2 0.  0.9] bohr
fragment 2: site [6. 0. 0.] arm [-0.9  1.2  0. ] bohr
fragment 3: site [0. 6. 0.] arm [ 0.  -0.9  1.2] bohr
fragment 4: site [2.5 3.  5.5] arm [-1.2 -0.9  0. ] bohr
fragment 5: site [-3. -4.  4.] arm [ 0.9  0.  -1.2] bohr
fragment 1: |F_i| 0.011796 a.u., |mu_i| 0.10541 a.u.
fragment 2: |F_i| 0.012702 a.u., |mu_i| 0.12000 a.u.
fragment 3: |F_i| 0.005147 a.u., |mu_i| 0.04047 a.u.
fragment 4: |F_i| 0.015832 a.u., |mu_i| 0.14788 a.u.
fragment 5: |F_i| 0.006274 a.u., |mu_i| 0.05687 a.u.
lowest eigenvalue of 1/alpha - T: 0.08749 bohr^-3
permanent electrostatics, total: 6085.30
permanent part in frozen charges, 1-body and 2-body: 12170.60 -6085.30
full induction energy: -2823.717
first order, pair squares: -2216.312
first order, triple cross terms: -868.652
second order, all chains: 317.655
third order, remainder in frozen charges: -35.5448
vacuum, induction 1- to 5-body: 0.0000 -2190.7754 -657.8030 24.1930 0.6689
frozen charges, induction 1- to 5-body: -3084.9641 290.3606 -30.2910 1.1819 -0.0039
remainder beyond two bodies: exact | triple formula with d_ij
  vacuum: -632.94112 | -533.95697
  frozen charges: -29.11300 | -26.55896
  weak charges: -0.40416 | 0.87990
  first dipoles: -0.71394 | -0.65399
  self-consistent: below 1e-8 microhartree: True
vacuum, remainder: -1.66179 kJ/mol
frozen charges, remainder: -0.07644 kJ/mol
10% weak charges / vacuum, small-alpha remainder: 0.01000
measured order in alpha of the remainder after 1, 2, 3 bodies
  vacuum: 0.999 0.998 1.997
  frozen charges: 1.999 2.998 3.998
  first dipoles, after 2 bodies: 4.990
```
